# Why clamped atoms give the wrong C44 in silicon: a program that tests the result

```python
"""
Result under test: in diamond-structure silicon the shear constant found at
fixed fractional coordinates, C44_clamped = P + Q, exceeds the physical one,
C44 = 9 P Q / (P + 4 Q), by (P - 2Q)^2 / (P + 4Q).
  P = k/(3a), Q = 512 K/(81 a^3); a = cubic lattice constant
  k = pair-potential curvature at the bond length
  K = coefficient of (cos(theta) + 1/3)^2 in the angular energy
  shear = engineering shear 2*eps_xy
  u = displacement of sublattice B relative to A beyond the homogeneous map
  zeta = Kleinman parameter, u_z = -zeta * a * shear / 4
Model: Stillinger-Weber potential. Internal units: eV, angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

EPS, SIGMA = 2.1683, 2.0951
A_PAIR, B_PAIR = 7.049556277, 0.6022245584
CUT_RATIO, LAMBDA, GAMMA_SW = 1.80, 21.0, 1.20
MASS_U = 28.0855
CUTOFF = CUT_RATIO * SIGMA
GPA = const.e * 1e21              # one eV/angstrom^3 in GPa
PAIR_J, PAIR_K = np.triu_indices(4, 1)


def near(x, y, rel):
    assert abs(x - y) <= rel * abs(y), (x, y, rel)


def pair_energy(r):
    return (EPS * A_PAIR * (B_PAIR * (SIGMA / r)**4 - 1)
            * np.exp(SIGMA / (r - CUTOFF)))


def pair_slope(r):
    return np.imag(pair_energy(r + 1e-30j)) / 1e-30


def site_energies(b, lam=LAMBDA):
    """Energy of each atom from its four bond vectors b[atom, bond, xyz]."""
    r = np.sqrt(np.sum(b * b, axis=2))
    h = np.exp(GAMMA_SW * SIGMA / (r - CUTOFF))
    bj, bk = b[:, PAIR_J], b[:, PAIR_K]
    cosine = np.sum(bj * bk, axis=2) / (r[:, PAIR_J] * r[:, PAIR_K])
    angular = lam * EPS * h[:, PAIR_J] * h[:, PAIR_K] * (cosine + 1/3)**2
    return 0.5 * pair_energy(r).sum(axis=1) + angular.sum(axis=1)


def bond_gradient(b, lam=LAMBDA):
    """Complex-step derivative of site energies by their bond vectors."""
    g = np.zeros(b.shape)
    for j in range(4):
        for c in range(3):
            z = b.astype(complex)
            z[:, j, c] += 1e-30j
            g[:, j, c] = np.imag(site_energies(z, lam)) / 1e-30
    return g


r0 = brentq(pair_slope, 2.2, 2.6, xtol=1e-14)
a = 4 * r0 / np.sqrt(3)
V = a**3 / 4
tau = np.full(3, a / 4)
prim = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
grid = np.array(np.meshgrid(*[range(-2, 3)] * 3)).reshape(3, -1).T
images = grid @ prim


def cell_bonds(strain, u):
    """Neighbour vectors of both atoms, found by distance."""
    F = np.eye(3) + strain
    atoms = [np.zeros(3), F @ tau + u]
    found = []
    for start in atoms:
        v = np.concatenate([images @ F.T + end - start for end in atoms])
        d = np.linalg.norm(v, axis=1)
        found.append(v[(d > 1e-6) & (d < CUTOFF)])
        assert len(found[-1]) == 4
    return np.array(found)


def cell_energy(strain, u, lam=LAMBDA):
    return site_energies(cell_bonds(strain, u), lam).sum()


def internal_gradient(strain, u, lam=LAMBDA):
    g = bond_gradient(cell_bonds(strain, u), lam)
    return g[0].sum(axis=0) - g[1].sum(axis=0)


def relaxed_shift(strain, lam=LAMBDA):
    u, h = np.zeros(3), 1e-4
    for _ in range(5):
        hess = np.array([(internal_gradient(strain, u + h * e, lam)
                          - internal_gradient(strain, u - h * e, lam))
                         / (2 * h) for e in np.eye(3)])
        assert np.linalg.eigvalsh((hess + hess.T) / 2)[0] > 0
        u = u - np.linalg.solve(hess, internal_gradient(strain, u, lam))
    assert np.linalg.norm(internal_gradient(strain, u, lam)) < 1e-10
    return u


def curvature(pattern, shift_rule, lam=LAMBDA, s=5e-4):
    """Second strain derivative of the energy density, eV/angstrom^3."""
    total = -2 * cell_energy(np.zeros((3, 3)), np.zeros(3), lam)
    for x in (s, -s):
        total += cell_energy(x * pattern, shift_rule(x), lam)
    return total / (V * s**2)


def clamped(x):
    return np.zeros(3)


SHEAR = np.array([[0, .5, 0], [.5, 0, 0], [0, 0, 0]])
UNIAXIAL = np.diag([1., 0, 0])
ORTHO = np.diag([1., -1, 0])

# Closed formulas
k = (pair_slope(r0 + 1e-5) - pair_slope(r0 - 1e-5)) / 2e-5
K = LAMBDA * EPS * np.exp(2 * GAMMA_SW * SIGMA / (r0 - CUTOFF))
P, Q = k / (3 * a), 512 * K / (81 * a**3)
zeta = (P - 2 * Q) / (P + 4 * Q)
c44_formula = 9 * P * Q / (P + 4 * Q)

# Full potential: strain derivatives
c44_clamped = curvature(SHEAR, clamped)
c44 = curvature(SHEAR, lambda x: relaxed_shift(x * SHEAR))
c11_clamped = curvature(UNIAXIAL, clamped)
c11 = curvature(UNIAXIAL, lambda x: relaxed_shift(x * UNIAXIAL))
diff_clamped = curvature(ORTHO, clamped) / 2
diff = curvature(ORTHO, lambda x: relaxed_shift(x * ORTHO)) / 2
c12 = c11 - diff
bulk = curvature(np.eye(3), clamped) / 9
near(c44_clamped, P + Q, 3e-4)
near(c44, c44_formula, 3e-4)
near(c44_clamped - c44, (P - 2 * Q)**2 / (P + 4 * Q), 1e-3)
near(c11, c11_clamped, 1e-7)
near(diff, diff_clamped, 1e-7)
near(bulk, P, 3e-4)
near(diff, 9 * Q, 3e-4)
near(c11, P + 6 * Q, 3e-4)
near(c12, P - 3 * Q, 1e-3)

# Imposed internal shifts between and beyond the two limits
imposed = {}
for z in (-0.5, 0.3, 1.0):
    imposed[z] = curvature(
        SHEAR, lambda x: np.array([0, 0, -z * a * x / 4]))
    near(imposed[z], P * (1 - z)**2 + Q * (1 + 2 * z)**2, 5e-4)
    assert imposed[z] > c44

# Exceptional angular strength at which shear drives no internal shift
lam_special = LAMBDA * P / (2 * Q)
special_clamped = curvature(SHEAR, clamped, lam_special)
special_relaxed = curvature(
    SHEAR, lambda x: relaxed_shift(x * SHEAR, lam_special), lam_special)
near(special_relaxed, special_clamped, 1e-5)

# Finite-strain example
shear = 0.002
strain = shear * SHEAR
zero = np.zeros(3)
u = relaxed_shift(strain)
force_clamped = -internal_gradient(strain, zero)
near(u[2], -zeta * a * shear / 4, 1e-3)
near(force_clamped[2], -a**2 * shear * (P - 2 * Q), 1e-3)
assert max(abs(u[:2])) < 1e-8 and max(abs(force_clamped[:2])) < 1e-8


def distortions(shift):
    """Half the spread of bond lengths and of bond angles (degrees)."""
    b = cell_bonds(strain, shift)[0]
    r = np.linalg.norm(b, axis=1)
    cosine = np.sum(b[PAIR_J] * b[PAIR_K], axis=1) / (r[PAIR_J] * r[PAIR_K])
    return np.ptp(r) / 2, np.ptp(np.degrees(np.arccos(cosine))) / 2


stretch0, bend0 = distortions(zero)
stretch1, bend1 = distortions(u)
for z, stretch, bend in ((0, stretch0, bend0), (zeta, stretch1, bend1)):
    near(stretch, a * shear * (1 - z) / (4 * np.sqrt(3)), 5e-3)
    near(bend, np.degrees(4 / 9 * shear * (1 + 2 * z)
                          / np.sqrt(8 / 9)), 5e-3)
e_ref = cell_energy(np.zeros((3, 3)), zero)
stored0 = cell_energy(strain, zero) - e_ref
stored1 = cell_energy(strain, u) - e_ref

# Lattice waves from force constants of a periodic 216-atom supercell
n = 3
cells = np.array(np.meshgrid(*[range(n)] * 3)).reshape(3, -1).T * a
fcc = a / 2 * np.array([[0, 0, 0], [0, 1, 1], [1, 0, 1], [1, 1, 0]])
motif = np.concatenate([fcc, fcc + tau])
pos = (cells[:, None] + motif[None]).reshape(-1, 3)
sep = pos[None] - pos[:, None]
sep -= n * a * np.round(sep / (n * a))
dist = np.linalg.norm(sep, axis=2)
assert np.all(((dist > 1e-6) & (dist < CUTOFF)).sum(axis=1) == 4)
nb = np.argsort(dist, axis=1)[:, 1:5]
rest_bonds = sep[np.arange(len(pos))[:, None], nb]


def forces(disp):
    g = bond_gradient(rest_bonds + disp[nb] - disp[:, None])
    f = g.sum(axis=1)
    np.add.at(f, nb, -g)
    return f


home, step = (0, 4), 2e-5
phi = np.zeros((2, 3, len(pos), 3))
for s, atom in enumerate(home):
    for c in range(3):
        d = np.zeros(pos.shape)
        d[atom, c] = step
        phi[s, c] = -(forces(d) - forces(-d)) / (2 * step)
on_b = (np.arange(len(pos)) % 8) >= 4


def dynamical(q):
    """Fourier-transformed force constants, eV/angstrom^2."""
    D = np.zeros((6, 6), complex)
    for s, atom in enumerate(home):
        phase = np.exp(1j * sep[atom] @ q)
        for t, mask in enumerate((~on_b, on_b)):
            D[3*s:3*s+3, 3*t:3*t+3] = np.einsum(
                'clb,l->cb', phi[s][:, mask], phase[mask])
    return (D + D.conj().T) / 2


q = 0.04 / a
D = dynamical(np.array([q, 0, 0]))
modes = np.linalg.eigvalsh(D)
to_modulus = 2 / (V * q**2)
wave_ta, wave_la = modes[0] * to_modulus, modes[2] * to_modulus
smooth = np.array([0, 1, 0, 0, 1, 0]) / np.sqrt(2)
wave_rigid = np.real(smooth @ D @ smooth) * to_modulus
near(modes[1], modes[0], 1e-3)
near(wave_ta, c44, 1e-3)
near(wave_la, c11, 1e-3)
near(wave_rigid, c44_clamped, 1e-3)
optical = np.linalg.eigvalsh(dynamical(zero))[-1]
stiffness = 4 * a * (P + 4 * Q)
near(optical, 2 * stiffness, 1e-4)

mass = MASS_U * const.atomic_mass
density = 2 * mass / (V * 1e-30)
speed = np.sqrt(c44 * GPA * 1e9 / density)
speed0 = np.sqrt(c44_clamped * GPA * 1e9 / density)
f_opt = np.sqrt(optical * const.e * 1e20 / mass) / (2 * np.pi) / 1e12
f_wave = np.sqrt(modes[0] * const.e * 1e20 / mass) / (2 * np.pi) / 1e12

print("Silicon, Stillinger-Weber potential")
print(f"epsilon = {EPS} eV; sigma = {SIGMA} angstrom")
print(f"A = {A_PAIR}; B = {B_PAIR}")
print(f"cutoff/sigma = {CUT_RATIO}; lambda = {LAMBDA}; gamma_SW = {GAMMA_SW}")
print(f"atomic mass = {MASS_U} u")
print(f"cutoff = {CUTOFF:.4f} angstrom")
print(f"second-neighbour distance = {a/np.sqrt(2):.4f} angstrom")
print(f"bond length r0 = {r0:.4f} angstrom")
print(f"lattice constant a = {a:.4f} angstrom")
print(f"primitive volume V = {V:.3f} angstrom^3")
print(f"energy per atom = {e_ref/2:.4f} eV")
print(f"bond stiffness k = {k:.4f} eV/angstrom^2")
print(f"angular coefficient K = {K:.4f} eV")
print(f"1 eV/angstrom^3 = {GPA:.4f} GPa")
print(f"P = {P*GPA:.3f} GPa; Q = {Q*GPA:.3f} GPa")
print(f"zeta from formula = {zeta:.4f}")
print(f"zeta from relaxation = {-4*u[2]/(a*shear):.4f}")
print(f"C44 clamped, formula = {(P+Q)*GPA:.2f} GPa")
print(f"C44 clamped, full potential = {c44_clamped*GPA:.2f} GPa")
print(f"C44 relaxed, formula = {c44_formula*GPA:.2f} GPa")
print(f"C44 relaxed, full potential = {c44*GPA:.2f} GPa")
print(f"lowering of C44 = {(c44_clamped-c44)*GPA:.2f} GPa")
print(f"lowering / clamped value = {100*(1-c44/c44_clamped):.1f} percent")
for z, value in imposed.items():
    print(f"curvature at imposed zeta {z:.1f} = {value*GPA:.2f} GPa")
print(f"C11 clamped = {c11_clamped*GPA:.2f} GPa")
print(f"C11 relaxed = {c11*GPA:.2f} GPa")
print(f"C12 = {c12*GPA:.2f} GPa; bulk modulus = {bulk*GPA:.2f} GPa")
print(f"special lambda with P = 2Q: {lam_special:.2f}")
print(f"its C44 clamped = {special_clamped*GPA:.2f} GPa")
print(f"its C44 relaxed = {special_relaxed*GPA:.2f} GPa")
print(f"example shear = {shear}")
print(f"clamped force on B, z = {1000*force_clamped[2]:.3f} meV/angstrom")
print(f"internal stiffness = {stiffness:.3f} eV/angstrom^2")
print(f"internal shift u_z = {1000*u[2]:.4f} milliangstrom")
print(f"bond change, clamped = {1000*stretch0:.4f} milliangstrom")
print(f"bond change, relaxed = {1000*stretch1:.4f} milliangstrom")
print(f"angle change, clamped = {bend0:.4f} degree")
print(f"angle change, relaxed = {bend1:.4f} degree")
print(f"stored energy per cell, clamped = {1e6*stored0:.2f} micro-eV")
print(f"stored energy per cell, relaxed = {1e6*stored1:.2f} micro-eV")
print(f"wave number times a = {q*a:.2f}")
print(f"rho v^2, true transverse wave = {wave_ta*GPA:.2f} GPa")
print(f"rho v^2, sublattices locked = {wave_rigid*GPA:.2f} GPa")
print(f"rho v^2, longitudinal wave = {wave_la*GPA:.2f} GPa")
print(f"density = {density:.1f} kg/m^3")
print(f"transverse speed from relaxed C44 = {speed:.0f} m/s")
print(f"transverse speed from clamped C44 = {speed0:.0f} m/s")
print(f"frequency of the transverse wave = {f_wave:.4f} THz")
print(f"zone-centre optical frequency = {f_opt:.2f} THz")
print("all good")
```

Printed output:

```
Silicon, Stillinger-Weber potential
epsilon = 2.1683 eV; sigma = 2.0951 angstrom
A = 7.049556277; B = 0.6022245584
cutoff/sigma = 1.8; lambda = 21.0; gamma_SW = 1.2
atomic mass = 28.0855 u
cutoff = 3.7712 angstrom
second-neighbour distance = 3.8403 angstrom
bond length r0 = 2.3517 angstrom
lattice constant a = 5.4309 angstrom
primitive volume V = 40.047 angstrom^3
energy per atom = -4.3366 eV
bond stiffness k = 10.3139 eV/angstrom^2
angular coefficient K = 1.3181 eV
1 eV/angstrom^3 = 160.2177 GPa
P = 101.423 GPa; Q = 8.334 GPa
zeta from formula = 0.6290
zeta from relaxation = 0.6290
C44 clamped, formula = 109.76 GPa
C44 clamped, full potential = 109.76 GPa
C44 relaxed, formula = 56.45 GPa
C44 relaxed, full potential = 56.45 GPa
lowering of C44 = 53.31 GPa
lowering / clamped value = 48.6 percent
curvature at imposed zeta -0.5 = 228.20 GPa
curvature at imposed zeta 0.3 = 71.03 GPa
curvature at imposed zeta 1.0 = 75.00 GPa
C11 clamped = 151.42 GPa
C11 relaxed = 151.42 GPa
C12 = 76.42 GPa; bulk modulus = 101.42 GPa
special lambda with P = 2Q: 127.79
its C44 clamped = 152.13 GPa
its C44 relaxed = 152.13 GPa
example shear = 0.002
clamped force on B, z = -31.206 meV/angstrom
internal stiffness = 18.272 eV/angstrom^2
internal shift u_z = -1.7079 milliangstrom
bond change, clamped = 1.5678 milliangstrom
bond change, relaxed = 0.5817 milliangstrom
angle change, clamped = 0.0540 degree
angle change, relaxed = 0.1220 degree
stored energy per cell, clamped = 54.87 micro-eV
stored energy per cell, relaxed = 28.22 micro-eV
wave number times a = 0.04
rho v^2, true transverse wave = 56.45 GPa
rho v^2, sublattices locked = 109.76 GPa
rho v^2, longitudinal wave = 151.42 GPa
density = 2329.1 kg/m^3
transverse speed from relaxed C44 = 4923 m/s
transverse speed from clamped C44 = 6865 m/s
frequency of the transverse wave = 0.0577 THz
zone-centre optical frequency = 17.83 THz
all good
```
